# Inferring defect number and step size from threshold-shift statistics: a numerical check

```python
# Result under test: if the number of charged defects is Poisson (mean N) and
# each defect shifts the threshold by an exponential amount (mean eta), then
#     eta = sd^2 / (2 mean),   N = 2 mean^2 / sd^2.
# mean, sd: moments of the threshold-shift magnitude over many devices, in mV.
# Distributions are built by repeated convolution of the single-defect one.
import numpy as np
from scipy import constants as const
from scipy.signal import fftconvolve
from scipy.special import gammaincc
from scipy.stats import norm, poisson

rng = np.random.default_rng(12345)
grid_step = 0.05                       # mV
grid_size = 6000
grid = grid_step * np.arange(grid_size)


def infer(mean, sd):
    """Return mean defect number and mean single-defect shift."""
    return 2 * mean**2 / sd**2, sd**2 / (2 * mean)


def exponential_step(eta):
    """Exponential law shared linearly between neighbouring grid points."""
    r = grid_step / eta
    weights = np.exp(-grid / eta) * (2 * np.cosh(r) - 2) / r
    weights[0] = 1 - (1 - np.exp(-r)) / r
    return weights


def fixed_number(count, step):
    result = np.zeros(grid_size)
    result[0] = 1
    for _ in range(count):
        result = fftconvolve(result, step)[:grid_size]
    return result


def poisson_number(mean_number, step):
    total = np.zeros(grid_size)
    term = fixed_number(0, step)
    for count in range(61):
        total += poisson.pmf(count, mean_number) * term
        term = fftconvolve(term, step)[:grid_size]
    return total


def moments(prob):
    mean = np.sum(prob * grid)
    var = np.sum(prob * (grid - mean)**2)
    skew = np.sum(prob * (grid - mean)**3) / var**1.5
    return mean, np.sqrt(var), skew


# Main inference and forward check
mean, sd = 30.0, 15.0
N, eta = infer(mean, sd)
prob = poisson_number(N, exponential_step(eta))
m_check, sd_check, skew_check = moments(prob)
assert abs(prob.sum() - 1) < 1e-9
assert abs(m_check - mean) < 1e-3 and abs(sd_check - sd) < 1e-3
skew = 3 / np.sqrt(2 * N)
assert abs(skew_check - skew) < 1e-3

# Recovery of parameters in a different case
other = moments(poisson_number(3.3, exponential_step(2.1)))
assert np.allclose(infer(other[0], other[1]), (3.3, 2.1), rtol=1e-3)

# Variance at fixed number, and the fixed-number misreading
var_size = moments(fixed_number(8, exponential_step(eta)))[1]**2
assert abs(var_size - N * eta**2) < 0.02
var_number = sd_check**2 - var_size
assert abs(var_number - N * eta**2) < 0.03
n_fixed, eta_fixed = mean**2 / sd**2, sd**2 / mean
fixed = moments(fixed_number(round(n_fixed), exponential_step(eta_fixed)))
assert np.allclose(fixed, (mean, sd, 1.0), atol=2e-3)

# Upper tail: gamma-function series against convolution
limit = mean + 3 * sd
counts = np.arange(1, 80)
tail = np.sum(poisson.pmf(counts, N) * gammaincc(counts, limit / eta))
i_limit = round(limit / grid_step)
tail_grid = prob[i_limit + 1:].sum() + prob[i_limit] / 2
assert abs(tail / tail_grid - 1) < 1e-3
tail_gauss = norm.sf(3)

# Recovery before readout: a lost defect contributes a zero shift
lost = 0.20
N_stress = N / (1 - lost)
thinned = (1 - lost) * exponential_step(eta)
thinned[0] += lost
assert np.max(np.abs(poisson_number(N_stress, thinned) - prob)) < 1e-10

# Two equally frequent exponential populations, means in ratio 3 to 1
ratio = 3.0
kappa = 4 * (ratio**2 + 1) / (ratio + 1)**2
N_mix, eta_mix = kappa * mean**2 / sd**2, sd**2 / (kappa * mean)
eta_low = 2 * eta_mix / (ratio + 1)
mixed = (exponential_step(eta_low) + exponential_step(ratio * eta_low)) / 2
mix_moments = moments(poisson_number(N_mix, mixed))
assert np.allclose(mix_moments[:2], (mean, sd), atol=2e-3)

# Finite number of measured devices
devices, repeats = 400, 4000
rel_error = np.sqrt((2 + 2 / N) / devices)
sample = eta * rng.standard_gamma(rng.poisson(N, (repeats, devices)))
N_est, eta_est = infer(sample.mean(axis=1), sample.std(axis=1, ddof=1))
error_N, error_eta = N_est.std() / N, eta_est.std() / eta
assert abs(error_N / rel_error - 1) < 0.06      # random error about 1 percent
assert abs(error_eta / rel_error - 1) < 0.06


# Readout noise, common offset, and spread of the mean defect number
def corrected(noise=0.0, offset=0.0, spread=0.0):
    m = mean - offset
    step = (sd**2 - noise**2 - (spread * m)**2) / (2 * m)
    return m / step, step


noise, spread = 2.0, 0.10
drift_K, slope = 1.0, 1.0              # K, mV/K
offset = drift_K * slope
N_all, eta_all = corrected(noise, offset, spread)
size = 1000000
local_N = N_all * spread**2 * rng.standard_gamma(1 / spread**2, size)
shift = eta_all * rng.standard_gamma(rng.poisson(local_N))
shift += offset + noise * rng.standard_normal(size)
assert abs(shift.mean() - mean) < 0.08          # over four standard errors
assert abs(shift.std() - sd) < 0.08

# Field feedback: each charged defect reduces the rate of later capture
overdrive, exponent = 1200.0, 3.0      # mV, power of overdrive
a = exponent / overdrive
eta_feedback = sd**2 / (2 * mean * (1 - a * mean))
N_feedback = mean / eta_feedback
free_mean = -np.log(1 - a * mean) / a  # mean shift if feedback were absent


def simulate_feedback(rate, size=400000):
    """Event-by-event capture; exposure is measured as feedback-free shift."""
    v, exposure = np.zeros(size), np.zeros(size)
    while True:
        exposure += rng.exponential(eta_feedback, size) / rate(v)
        alive = exposure < free_mean
        if not alive.any():
            return v.mean(), v.std()
        v[alive] += rng.exponential(eta_feedback, alive.sum())


linear = simulate_feedback(lambda v: 1 - a * v)
power = simulate_feedback(lambda v: (1 - v / overdrive)**exponent)
assert np.allclose(linear, (mean, sd), atol=0.12, rtol=0)
# The power law differs from its linear form at second order in v/overdrive.
assert np.allclose(power, (mean, sd), atol=0.35, rtol=0)

# Device scale
width, length, oxide = 90e-9, 35e-9, 1.8e-9     # m
area = width * length
eps_ox = 3.9 * const.epsilon_0
eps_si = 11.7 * const.epsilon_0
sheet_step = 1e3 * const.e * oxide / (eps_ox * area)
density = N / (area * 1e4)
doping, bending = 1e24, 0.85           # m^-3, V
depletion = np.sqrt(2 * eps_si * const.e * doping * bending)
field_over = overdrive * 1e-3 / oxide / 1e8
field = field_over + depletion / eps_ox / 1e8
leakage, resistance = 100.0, 1000.0    # A/cm2, ohm
leak_drop = leakage * area * 1e4 * resistance * 1e6


def show(label, value, unit=""):
    print(f"{label}: {value:.5g} {unit}".rstrip())


show("Input mean shift", mean, "mV")
show("Input standard deviation", sd, "mV")
show("Inferred mean defect number", N)
show("Inferred mean shift per defect", eta, "mV")
show("Mean rebuilt by convolution", m_check, "mV")
show("Standard deviation rebuilt by convolution", sd_check, "mV")
show("Variance from step size", var_size, "mV^2")
show("Variance from defect number", var_number, "mV^2")
show("Standard deviation of defect number", np.sqrt(N))
show("Probability of exactly 8 defects", poisson.pmf(8, N))
show("Skewness, formula", skew)
show("Skewness, convolution", skew_check)
show("Fixed-number reading, defects", n_fixed)
show("Fixed-number reading, shift per defect", eta_fixed, "mV")
show("Fixed-number reading, skewness", fixed[2])
show("Tail limit, mean plus 3 sd", limit, "mV")
show("Tail probability, Poisson-exponential", tail)
show("Tail probability, Gaussian", tail_gauss)
show("Devices in sampling example", devices)
show("Relative standard error, formula", 100 * rel_error, "%")
show("Simulated relative error of number", 100 * error_N, "%")
show("Simulated relative error of step", 100 * error_eta, "%")
print(f"Gate width, length, oxide: {width*1e9:.0f}, {length*1e9:.0f}, "
      f"{oxide*1e9:.1f} nm")
show("Charged-defect density", density, "cm^-2")
show("Charge-sheet step", sheet_step, "mV")
show("Inferred step / charge-sheet step", eta / sheet_step)
print(f"Stress overdrive: {overdrive/1e3:.1f} V; temperature: 398 K")
print(f"Channel doping: {doping/1e6:.1e} cm^-3; bending: {bending:.2f} V")
show("Oxide field from overdrive", field_over, "MV/cm")
show("Oxide field with depletion charge", field, "MV/cm")
print(f"Assumed leakage: {leakage:.0f} A/cm2; series: {resistance:.0f} ohm")
show("Voltage lost through gate leakage", leak_drop, "uV")
print("Corrected mean number and mean step, one effect at a time:")
for label, pair in [
        (f"Noise {noise:.0f} mV", corrected(noise=noise)),
        (f"Drift {drift_K:.0f} K at {slope:.0f} mV/K",
         corrected(offset=offset)),
        (f"Number spread {100*spread:.0f} %", corrected(spread=spread)),
        (f"Recovery {100*lost:.0f} %, at end of stress", (N_stress, eta)),
        ("Two step populations, ratio 3", (N_mix, eta_mix)),
        (f"Field feedback, exponent {exponent:.0f}",
         (N_feedback, eta_feedback))]:
    print(f"  {label}: {pair[0]:.3f}; {pair[1]:.3f} mV")
print(f"Noise, drift and spread together: {N_all:.3f}; {eta_all:.3f} mV")
show("Two-population moment ratio kappa", kappa)
show("Feedback coefficient times mean", a * mean)
print(f"Linear feedback simulation: {linear[0]:.2f}, {linear[1]:.2f} mV")
print(f"Power-law feedback simulation: {power[0]:.2f}, {power[1]:.2f} mV")
print("no test failed")
```

Running it gives:

```
Input mean shift: 30 mV
Input standard deviation: 15 mV
Inferred mean defect number: 8
Inferred mean shift per defect: 3.75 mV
Mean rebuilt by convolution: 30 mV
Standard deviation rebuilt by convolution: 15 mV
Variance from step size: 112.5 mV^2
Variance from defect number: 112.5 mV^2
Standard deviation of defect number: 2.8284
Probability of exactly 8 defects: 0.13959
Skewness, formula: 0.75
Skewness, convolution: 0.74999
Fixed-number reading, defects: 4
Fixed-number reading, shift per defect: 7.5 mV
Fixed-number reading, skewness: 0.99999
Tail limit, mean plus 3 sd: 75 mV
Tail probability, Poisson-exponential: 0.0076796
Tail probability, Gaussian: 0.0013499
Devices in sampling example: 400
Relative standard error, formula: 7.5 %
Simulated relative error of number: 7.4175 %
Simulated relative error of step: 7.3439 %
Gate width, length, oxide: 90, 35, 1.8 nm
Charged-defect density: 2.5397e+11 cm^-2
Charge-sheet step: 2.6513 mV
Inferred step / charge-sheet step: 1.4144
Stress overdrive: 1.2 V; temperature: 398 K
Channel doping: 1.0e+18 cm^-3; bending: 0.85 V
Oxide field from overdrive: 6.6667 MV/cm
Oxide field with depletion charge: 8.2049 MV/cm
Assumed leakage: 100 A/cm2; series: 1000 ohm
Voltage lost through gate leakage: 3.15 uV
Corrected mean number and mean step, one effect at a time:
  Noise 2 mV: 8.145; 3.683 mV
  Drift 1 K at 1 mV/K: 7.476; 3.879 mV
  Number spread 10 %: 8.333; 3.600 mV
  Recovery 20 %, at end of stress: 10.000; 3.750 mV
  Two step populations, ratio 3: 10.000; 3.000 mV
  Field feedback, exponent 3: 7.400; 4.054 mV
Noise, drift and spread together: 7.912; 3.665 mV
Two-population moment ratio kappa: 2.5
Feedback coefficient times mean: 0.075
Linear feedback simulation: 30.03, 15.01 mV
Power-law feedback simulation: 29.99, 15.00 mV
no test failed
```
